# Power law of photoconductivity with an exponential trap distribution

## Problem

A uniformly illuminated n-type photoconductor contains electron traps whose density per unit volume and energy falls exponentially with depth \(\varepsilon\) below the conduction-band edge,

\[
g(\varepsilon)=\frac{N_t}{kT_1}\,e^{-\varepsilon/kT_1},\qquad \varepsilon>0,\qquad T_1=600\ \mathrm{K}.
\]

The total trap density is \(N_t\), and \(T_1\) is a parameter of the material, not the temperature of the sample, which is \(T=300\) K.

Light creates \(G\) electron–hole pairs per unit volume and time. The holes are quickly captured by deep centres of density \(N_r\), which are full of electrons in the dark. A free electron recombines with a hole held in a centre at the rate \(C\,n\,p_r\), where \(n\) is the free-electron density and \(p_r\) the density of centres holding a hole. The traps exchange electrons with the conduction band alone. In the dark the crystal is neutral, the traps are empty and the free carriers are negligible.

(a) By what power of \(G\) does the photoconductivity \(\sigma=e\mu n\) grow at constant mobility \(\mu\), when trapped electrons greatly outnumber free ones?

(b) Find \(\sigma\) for a sensitized CdS film 10 µm thick, lit at 530 nm with 50 and then 400 µW/cm² entering it. Take an absorption coefficient of 200 cm⁻¹, \(\mu=200\) cm²/Vs, \(N_c=2.244\times10^{18}\) cm⁻³, \(N_t=3\times10^{17}\) cm⁻³, \(N_r=10^{17}\) cm⁻³ and \(C=10^{-12}\) cm³/s. The electrodes are 10 mm wide and 0.1 mm apart, with 1 V between them.

## First estimate by scaling

Describe the free electrons by a quasi-Fermi level at depth \(\varepsilon_F\). For \(n\ll N_c\),

\[
n=N_c e^{-\varepsilon_F/kT}.
\]

Suppose that all traps deeper than \(\varepsilon_F\) are full and all shallower ones empty. The trapped density is then

\[
n_t\approx\int_{\varepsilon_F}^{\infty}g\,d\varepsilon=N_t e^{-\varepsilon_F/kT_1}.
\]

The first relation gives \(e^{-\varepsilon_F}=(n/N_c)^{kT}\), with energies measured in any fixed unit. Raising this to the power \(1/kT_1\) eliminates the level:

\[
n_t\approx N_t\left(\frac{n}{N_c}\right)^{T/T_1}.
\]

Each trapped electron has left a hole behind in a centre, so \(p_r\approx n_t\). In the steady state generation equals recombination:

\[
G\approx C\,n\,n_t\propto n^{1+T/T_1}
\quad\Longrightarrow\quad
n\propto G^{T_1/(T+T_1)}=G^{600/900}=G^{2/3}.
\]

More light raises the quasi-Fermi level and fills more traps. This increases the number of holes that a free electron can meet, so its lifetime falls and \(n\) grows more slowly than \(G\).

With \(T/T_1=1/2\) the estimate also gives a magnitude,

\[
n_{\rm est}=\left(\frac{G\sqrt{N_c}}{C N_t}\right)^{2/3}.
\]

The sharp filling edge was assumed, however. At 300 K the occupation changes over an energy of order \(kT\), which is half of \(kT_1=51.7\) meV, so the edge is not narrow on the scale of the distribution.

## Exact solution

**Occupation of the traps.** Let \(f\) be the occupied fraction at depth \(\varepsilon\), and \(c_n\) the electron capture coefficient. Capture per trap is \(c_n n(1-f)\), and emission is \(e_n f\). In thermal equilibrium the two must balance, with \(n_0=N_ce^{-\varepsilon_0/kT}\) and \((1-f_0)/f_0=e^{-(\varepsilon-\varepsilon_0)/kT}\), where \(\varepsilon_0\) is the depth of the equilibrium Fermi level and the trap degeneracy factor is taken as one. Therefore

\[
e_n=c_n n_0\,\frac{1-f_0}{f_0}=c_nN_ce^{-\varepsilon/kT}.
\]

The emission coefficient does not depend on \(\varepsilon_0\), and it is kept under illumination. Since the traps exchange electrons with the band alone, capture and emission balance at every depth in the steady state:

\[
c_n n(1-f)=c_nN_ce^{-\varepsilon/kT}f
\quad\Longrightarrow\quad
f=\frac{1}{1+(N_c/n)e^{-\varepsilon/kT}}.
\]

This is a Fermi function with its level at \(\varepsilon_F=kT\ln(N_c/n)\), so the quasi-Fermi level used in the estimate is justified.

**Trapped charge.** Define \(u=n/N_c\), \(a=T/T_1\) and \(x=e^{-\varepsilon/kT_1}\). Then \(g\,d\varepsilon=-N_t\,dx\) and \(e^{-\varepsilon/kT}=x^{1/a}\). The limits \(\varepsilon=0,\infty\) become \(x=1,0\), and the minus sign reverses them:

\[
n_t=\int_0^\infty gf\,d\varepsilon=N_t\int_0^1\frac{dx}{1+x^{1/a}/u}.
\]

For \(a=1/2\), put \(x=\sqrt u\,y\):

\[
n_t=N_t\sqrt u\int_0^{1/\sqrt u}\frac{dy}{1+y^2}
=N_t\sqrt u\,\arctan\frac1{\sqrt u}.
\]

Since \(\arctan(1/s)=\pi/2-\arctan s\), the expansion for small \(u\) is

\[
n_t=N_t\left(\frac{\pi}{2}\sqrt u-u+\dots\right).
\]

**Neutrality and rate balance.** Each absorbed photon adds one electron and one hole to a neutral crystal, so \(n+n_t=p+p_r\), where \(p\) is the free-hole density. Fast hole capture makes \(p\) negligible, hence \(p_r=n+n_t\). Setting generation equal to recombination gives

\[
G=C\,n\left[n+N_t\sqrt{\frac n{N_c}}\arctan\sqrt{\frac{N_c}n}\right].
\]

This is the solution of the stated model in implicit form, as long as \(n+n_t\) stays well below \(N_r\), so that enough centres remain to capture holes quickly. For \(n\ll n_t\) and \(n\ll N_c\) it reduces to

\[
G=\frac{\pi}{2}\,\frac{C N_t}{\sqrt{N_c}}\,n^{3/2},
\]

and solving for \(n\) answers part (a):

\[
n=\left(\frac{2G\sqrt{N_c}}{\pi C N_t}\right)^{2/3},
\qquad \sigma=e\mu n\propto G^{2/3}.
\]

**Other temperatures.** For any \(a<1\), the substitution \(x=u^a y\) gives

\[
n_t=N_tu^a\int_0^{u^{-a}}\frac{dy}{1+y^{1/a}}.
\]

As \(u\to0\) the integral tends to a finite constant, because its integrand falls as \(y^{-1/a}\) with \(1/a>1\). Its value is \(\pi a/\sin\pi a\), which is \(\pi/2\) at \(a=1/2\). The exponent \(T_1/(T+T_1)\) therefore holds for all \(T<T_1\) in this limit.

For \(a>1\) the integral no longer converges at large \(y\), and shallow traps dominate. There \(f\approx u\,x^{-1/a}\), so

\[
n_t\approx N_tu\int_0^1x^{-1/a}dx=\frac{a}{a-1}N_tu\propto n.
\]

In the limit of small \(u\), then, \(G\propto n^2\) and the exponent is 1/2.

## Numbers for the film

Assume one pair per absorbed photon and a single pass of the light. The photon energy is \(hc/\lambda=3.748\times10^{-19}\) J, so 50 µW/cm² is a flux of \(1.334\times10^{14}\) cm⁻² s⁻¹. Averaged over the thickness \(d=10^{-3}\) cm,

\[
G=\frac{1.334\times10^{14}\,(1-e^{-0.2})}{10^{-3}}
=2.418\times10^{16}\ \mathrm{cm^{-3}s^{-1}}.
\]

With \(\sqrt{N_c}=1.498\times10^9\) cm\(^{-3/2}\), the power law gives

\[
n=\left(\frac{2(2.418\times10^{16})(1.498\times10^9)}
{\pi(10^{-12})(3\times10^{17})}\right)^{2/3}
=1.81\times10^{13}\ \mathrm{cm^{-3}}.
\]

The trapped density is \(n_t=1.34\times10^{15}\) cm⁻³, some 74 times larger, as the law requires. The conductivity is

\[
\sigma=(1.602\times10^{-19})(200)(1.808\times10^{13})
=5.79\times10^{-4}\ \mathrm{S/cm}.
\]

Suppose that the contacts are ohmic, so that electrons leaving at one electrode are replaced at the other. A field of 100 V/cm across a section of \(1\ \mathrm{cm}\times10^{-3}\ \mathrm{cm}\) then drives 57.9 µA.

At 400 µW/cm² the generation rate is eight times larger, and \(8^{2/3}=4\). Thus \(\sigma=2.32\times10^{-3}\) S/cm and the current is 232 µA. The lifetime \(n/G\) falls from 0.75 to 0.37 ms. The electron transit time \((10^{-2}\ \mathrm{cm})^2/(\mu\times1\ \mathrm V)=0.5\) µs is unchanged, so the photoconductive gain, lifetime over transit time, halves from about 1500 to 750.

## Comparison

The estimate gives the exponent correctly but omits the factor \(\pi/2\) in \(n_t\). At the lower light \(n_{\rm est}=2.44\times10^{13}\) cm⁻³, which exceeds the power-law result by the factor \((\pi/2)^{2/3}=1.35\). The integral over \(y\) shows where the factor comes from. Traps deeper than \(\varepsilon_F\) have \(y<1\) and contribute \(\pi/4\), where the sharp edge gave 1. Shallower traps contribute another \(\pi/4\), where it gave nothing. Both parts scale as \(\sqrt u\), so the smearing changes the magnitude and leaves the power alone.

The power law is itself a limit. Write \(r=n/n_t\) and use \(n_t\propto\sqrt n\). Then

\[
\frac{d\ln G}{d\ln n}=1+\frac{r+\tfrac12}{1+r}
\quad\Longrightarrow\quad
\frac{d\ln n}{d\ln G}=\frac{1+r}{\tfrac32+2r}\approx\frac23-\frac{2r}{9}.
\]

The term \(-u\) in \(n_t\), neglected here, makes the initial fall smaller by the fraction \(N_t/N_c\), about 13% for the film's parameters. The exponent drifts from 2/3 towards 1/2 as free electrons become comparable with trapped ones, provided the centres can hold all the holes. With the film's parameters they would run out before \(n\) reached \(n_t\), so only the start of this drift applies there.

A fuller rate model was solved with discrete trap levels and no assumed quasi-Fermi level. It lets filled traps capture free holes with the same coefficient as the centres, \(10^{-8}\) cm³/s. Between \(G=10^{13}\) and \(10^{14}\) cm⁻³ s⁻¹ its exponent is 0.666. Two changes show what causes this value. Without traps \(p_r\approx n\), and the exponent is 0.500. With \(5\times10^{16}\) cm⁻³ holes permanently present in the centres, \(p_r\) hardly changes with light, and the exponent is 1.000. The two-thirds power thus needs a hole population that grows with the trapped charge.

For the film, the fuller model gives a conductivity ratio of 3.935 instead of 4, or a mean exponent of 0.659. The deficit can be traced. If filled traps take a share \(\phi\) of the holes, the balance becomes

\[
(1-\phi)G=C\,n\,n_t(1+r).
\]

From the lower to the higher light, \(r\) rises from 0.0134 to 0.0267 and \(\phi\) from 0.0132 to 0.0262. Each change lowers the ratio by about 0.9%. The term \(-u\) in \(n_t\) raises it by about 0.1%. Together these give \(4\times0.984\approx3.94\).

The mobility, capture coefficients and densities are rough or chosen values in the regime of sensitized CdS, not data for a particular cell. The absorption coefficient is also chosen. Photons of 530 nm (2.34 eV) lie just below the gap of about 2.4 eV, where absorption changes steeply with wavelength and one pair per absorbed photon is an assumption. The value of \(N_t\) describes a heavily trapped film. The result also assumes a single exponential around the range swept by the quasi-Fermi level, here 0.30 to 0.27 eV below the band, which a real film need not have. A few levels separated by many \(kT\) would change the local exponent; removing the traps altogether takes it to 1/2. Temperature matters more for the magnitude. At 330 K, with light, mobility and capture coefficients held fixed and \(N_c\) scaled as \(T^{3/2}\), the fuller model gives 43% more free electrons at the lower light, while the ideal exponent falls to 0.645.

Tunnelling from traps to nearby holes is left out and may not be small. The share of about 1% in the numerical output counts fixed pairs only, whereas a trap near a hole can be refilled many times during the hole's life. The size of the effect depends strongly on how shallow the participating traps are. For randomly placed traps and an assumed attempt rate of \(10^{12}\) s⁻¹, this path takes roughly 7% of the holes if only traps deeper than 0.15 eV take part, but roughly 70% if all those deeper than 0.04 eV do. In the second case the film's conductivity would be less than half the value given above. This is not an upper bound: with the cut at 0.02 eV the same estimate gives more than 90%. Because the refilling rate is proportional to \(n\), it acts roughly like a larger \(C\): it lowers the magnitude and leaves the power nearly unchanged.

The other neglected effects estimated here are smaller. With flat bands at the surfaces, surface recombination removes at most about 4% of the holes for a hole mobility of 15 cm²/Vs and nearly uniform generation; a surface field that draws holes outward would raise this. If empty traps were charged, the field would lower their barriers by up to 2.5 meV. Emission would then grow by a factor of up to \(e^{2.5/25.9}\approx1.10\), which acts in the trap occupation like a larger \(N_c\). Since the power law has \(n\propto N_c^{1/3}\), \(n\) would rise by at most about 3%. The numerical output lists the remaining estimates.

## Computed values

```
Temperature: 300 K
Trap characteristic temperature: 600 K
Trap characteristic energy: 51.7 meV
Electron effective mass / free mass: 0.2
Conduction-band density Nc: 2.244e+18 cm^-3
Total trap density Nt: 3e+17 cm^-3
Centre density Nr: 1e+17 cm^-3
Recombination coefficient C: 1e-12 cm^3/s
Electron trapping coefficient: 1e-09 cm^3/s
Hole capture coefficient: 1e-08 cm^3/s
Centre height above valence band: 1 eV
Trapped charge / sharp-edge estimate: 1.5708
Exponent, rate model, 1e13-1e14 cm^-3 s^-1: 0.666
Exponent without traps: 0.5
Exponent with 5e16 cm^-3 fixed holes: 0.9998
Exponent at 200 K: 0.748
Exponent for T1 = 150 K, T = 300 K: 0.5
Film: 10 um thick, 0.1 mm gap, 10 mm wide, 1 V
Light: 530 nm, absorption 200 cm^-1
Electron mobility: 200 cm^2/Vs; permittivity: 8.9
Low irradiance: 50 uW/cm^2
Low generation rate: 2.418e+16 cm^-3 s^-1
Low n, power law: 1.808e+13 cm^-3
Low nt, power law: 1.337e+15 cm^-3
Low quasi-Fermi depth: 0.3032 eV
Low conductivity, power law: 0.0005794 S/cm
Low current, power law: 57.94 uA
Low lifetime n/G: 0.7477 ms
Low photoconductive gain: 1495
Low n, rate model: 1.778e+13 cm^-3
Low n/nt, rate model: 0.01343
Low share of holes taken by traps: 0.01324
High irradiance: 400 uW/cm^2
High generation rate: 1.935e+17 cm^-3 s^-1
High n, power law: 7.232e+13 cm^-3
High nt, power law: 2.675e+15 cm^-3
High quasi-Fermi depth: 0.2674 eV
High conductivity, power law: 0.002317 S/cm
High current, power law: 231.7 uA
High lifetime n/G: 0.3738 ms
High photoconductive gain: 747.7
High n, rate model: 6.998e+13 cm^-3
High n/nt, rate model: 0.02669
High share of holes taken by traps: 0.02624
Conductivity ratio, power law: 4
Conductivity ratio, rate model: 3.935
Exponent between the two lights, rate model: 0.6588
High-light degeneracy measure n/Nc: 3.1e-05
Hole release / electron capture, low light: 1.6e-07
Band-to-band share for 1e-10 cm^3/s: 7e-06
Non-uniform light, relative change of mean n: -0.00037
Surface loss bound, hole mobility 15 cm^2/Vs: 0.039
Space-charge density / low-light n: 0.0028
Field lowering if empty traps are charged: 2.5 meV
Tunnelling share, attempt rate 1e12 s^-1: 0.011
Low-light n at 330 K / n at 300 K: 1.426
Ideal exponent at 330 K: 0.6452
```
